# Electron–lattice temperature relaxation after a short laser pulse

A short laser pulse heats the electrons of a thin film, and the electrons then heat the lattice. The problem is to find how fast the two temperatures approach each other, how the pulse length enters, and what spoils the result.

Let $T_e$ and $T_l$ be the electron and lattice temperatures, and let $C_e$ and $C_l$ be the heat capacities per volume. The following assumptions hold until a part changes them.

- Electrons and lattice each have a well-defined temperature, uniform through the film.
- $C_e$ and $C_l$ are constant. The carrier density is also taken as fixed, and nothing melts.
- The power per volume passing from electrons to lattice is $G(T_e-T_l)$, with constant $G>0$.
- The laser delivers the power density $S(t)\ge 0$ to the electrons alone, starting at $t=0$. No heat leaves the film.
- Both temperatures equal $T_0$ before the pulse. The total absorbed energy per volume is $U=\int S\,dt$.

## (a) The law for the temperature difference

**Write the two energy balances and derive from them one equation for $\theta=T_e-T_l$. How does $\theta$ evolve once the pulse has ended?**

**Solution.** The electrons gain $S$ and lose the exchanged power; the lattice gains what the electrons lose:

$$C_e\frac{dT_e}{dt}=-G\theta+S(t),\qquad C_l\frac{dT_l}{dt}=+G\theta .$$

The balances concern energy, while $\theta$ is a difference of temperatures. Each balance must therefore be divided by its own heat capacity before they are subtracted:

$$\frac{dT_e}{dt}=-\frac{G}{C_e}\theta+\frac{S}{C_e},\qquad \frac{dT_l}{dt}=\frac{G}{C_l}\theta .$$

Subtracting the second from the first gives

$$\frac{d\theta}{dt}=-G\left(\frac1{C_e}+\frac1{C_l}\right)\theta+\frac{S(t)}{C_e}.$$

The two terms in the bracket add because the gap closes from both sides: the electrons cool and the lattice warms. Define

$$\frac1\tau=G\left(\frac1{C_e}+\frac1{C_l}\right)=\frac{G(C_e+C_l)}{C_eC_l},
\qquad\text{so}\qquad
\tau=\frac{C_eC_l}{G(C_e+C_l)} .$$

After the pulse ends at time $p$, $S=0$ and $d\theta/dt=-\theta/\tau$. Hence

$$\theta(t)=\theta(p)\,e^{-(t-p)/\tau},\qquad t\ge p .$$

Since $C_e/G$ has units of $(\mathrm{J\,m^{-3}K^{-1}})/(\mathrm{W\,m^{-3}K^{-1}})=\mathrm{s}$, $\tau$ is a time. It can also be written as

$$\tau=\frac{C_e/G}{1+C_e/C_l}.$$

If $C_e\ll C_l$, the lattice hardly warms and $\tau\to C_e/G$, which is the cooling time of electrons in contact with a lattice of fixed temperature. If $C_e=C_l=C$, both sides contribute equally and $\tau=C/(2G)$. For any finite $C_l$, $C_e/G$ overestimates $\tau$ by the factor $1+C_e/C_l$.

## (b) What the pulse length changes

**Solve for $\theta(t)$ with an arbitrary pulse. Then treat an instantaneous pulse and a square pulse of length $p$. Must the pulse be ultrashort for the decay law to hold?**

**Solution.** Multiply the equation for $\theta$ by $e^{t/\tau}$. By the product rule,

$$\frac{d}{dt}\left(e^{t/\tau}\theta\right)=e^{t/\tau}\left(\frac{d\theta}{dt}+\frac{\theta}{\tau}\right)=\frac{S(t)}{C_e}e^{t/\tau}.$$

Integrating from $0$, where $\theta=0$, to $t$ and multiplying by $e^{-t/\tau}$ gives

$$\theta(t)=\frac1{C_e}\int_0^t S(t')\,e^{-(t-t')/\tau}\,dt' .$$

Each portion of absorbed energy creates a temperature difference that decays from its own moment of arrival. Once the pulse is over, the integral $\int S(t')e^{t'/\tau}dt'$ stops changing, and the remaining time dependence is $e^{-t/\tau}$. The pulse need not be ultrashort: its shape fixes the amplitude, not the decay time. A pulse with a tail obeys the law to the extent that the rest of this integral is negligible.

For an instantaneous pulse the electrons receive all of $U$ before any of it is passed on, so

$$\theta(0^+)=\frac{U}{C_e},\qquad \theta(t)=\frac{U}{C_e}e^{-t/\tau}.$$

For a square pulse $S=U/p$ during $0<t<p$. With $\int_0^p e^{t'/\tau}dt'=\tau(e^{p/\tau}-1)$, the result for $t\ge p$ is

$$\theta(t)=\frac{U}{C_e}\,A\,e^{-t/\tau},\qquad A=\frac{\tau}{p}\left(e^{p/\tau}-1\right).$$

For $p\ll\tau$, expanding the exponential gives $A=1+p/(2\tau)+\dots$, which tends to the instantaneous result. The factor $A$ exceeds 1 because time is counted from the start of the pulse, whereas the energy arrives later. The difference actually present at the end of the pulse is

$$\theta(p)=\frac{U}{C_e}\,\frac{\tau}{p}\left(1-e^{-p/\tau}\right),$$

which is smaller than $U/C_e$, since part of the energy has already passed to the lattice. For $p\gg\tau$ it becomes $\theta(p)\approx U\tau/(C_ep)=S\tau/C_e$: the difference has become steady, while both temperatures rise at the same rate.

## (c) The two temperatures separately

**Find $T_e(t)$ and $T_l(t)$ after the pulse.**

**Solution.** Adding the two energy balances cancels the exchange term:

$$\frac{d}{dt}\left(C_eT_e+C_lT_l\right)=S(t).$$

Integrating over the whole pulse from the common temperature $T_0$ gives, at all later times,

$$C_eT_e+C_lT_l=(C_e+C_l)T_0+U=(C_e+C_l)T_\infty,\qquad T_\infty=T_0+\frac{U}{C_e+C_l}.$$

As $\theta\to0$ both temperatures must approach $T_\infty$. Inserting $T_l=T_e-\theta$ gives $(C_e+C_l)T_e-C_l\theta=(C_e+C_l)T_\infty$, and therefore

$$T_e=T_\infty+\frac{C_l}{C_e+C_l}\theta,\qquad
T_l=T_e-\theta=T_\infty-\frac{C_e}{C_e+C_l}\theta .$$

The partner with the smaller heat capacity makes the larger excursion. Both excursions from $T_\infty$ decay with the same $\tau$. The rise $T_e-T_0$, by contrast, is a decaying exponential plus the constant $T_\infty-T_0$, so that constant must be allowed for when $\tau$ is extracted from electron temperatures.

## (d) A numerical case

**Take the round model values $C_e=2\times10^5$ and $C_l=2\times10^6\ \mathrm{J\,m^{-3}K^{-1}}$, $G=2\times10^{17}\ \mathrm{W\,m^{-3}K^{-1}}$, $U=4\times10^8\ \mathrm{J\,m^{-3}}$ and $T_0=300$ K. Find $\tau$, the temperatures after an instantaneous pulse, and the time at which they differ by 10 K. Compare square pulses of 0.1 and 2 ps with the same $U$.**

**Solution.** Here $C_e/G=1.00$ ps and $C_e/C_l=0.1$, so

$$\tau=\frac{1.00\ \text{ps}}{1.1}=0.909\ \text{ps}.$$

Neglecting the warming of the lattice would give a time 10% above $\tau$. Integrating the two original energy balances numerically, without the equation for $\theta$, also gives a decay time of 0.909 ps.

The initial difference is $U/C_e=2000$ K, and the final temperature is

$$T_\infty=300\ \text{K}+\frac{4\times10^8}{2.2\times10^6}\ \text{K}=481.8\ \text{K}.$$

At $t=1$ ps, $\theta=2000\,e^{-1.1}=665.7$ K. The electrons are $(10/11)\theta=605.2$ K above $T_\infty$, and the lattice is $(1/11)\theta=60.5$ K below it. The numerical integration gives:

| $t$ (ps) | $T_e$ (K) | $T_l$ (K) | $\theta$ (K) |
|---|---|---|---|
| 0 | 2300.0 | 300.0 | 2000.0 |
| 0.5 | 1530.8 | 376.9 | 1153.9 |
| 1 | 1087.0 | 421.3 | 665.7 |
| 2 | 683.3 | 461.7 | 221.6 |
| 5 | 489.2 | 481.1 | 8.2 |

Setting $\theta=10$ K gives

$$t=\tau\ln\frac{2000}{10}=0.909\times5.298\ \text{ps}=4.82\ \text{ps}.$$

For the square pulses the integrated balances again give a decay time of 0.909 ps in both cases. The amplitude factors are $A=1.057$ for 0.1 ps and $A=3.648$ for 2 ps. The second value does not mean a hotter electron gas; it is the later exponential extrapolated back to the start of the pulse. The differences present when the pulses end are 1894 K and 808 K. The longer pulse leaves the smaller difference at its end, although $U$ and $T_\infty$ are unchanged.

## (e) An electron heat capacity that depends on temperature

**In a metal at electron temperatures well below its Fermi temperature, the free-electron model gives $C_e=\gamma T_e$. Keep $G$ and $C_l$ constant. Does $\theta$ still decay with a single time after the pulse? Use $\gamma=100\ \mathrm{J\,m^{-3}K^{-2}}$ with the same $U$, $G$, $C_l$ and $T_0$.**

**Solution.** After the pulse, dividing each balance by its heat capacity is still allowed at each instant. Subtraction gives

$$-\frac1\theta\frac{d\theta}{dt}=G\left(\frac1{\gamma T_e}+\frac1{C_l}\right).$$

The left side is the local decay rate. While $\theta>0$ the electrons cool, so $1/(\gamma T_e)$ grows and the relaxation speeds up. The curve is not a single exponential. Near the end $T_e$ is almost constant, and an exponential is recovered with $C_e$ evaluated at the final temperature.

The initial electron temperature also changes, because the absorbed energy is now an integral over the heat capacity:

$$U=\int_{T_0}^{T_e(0^+)}\gamma T\,dT=\frac\gamma2\left[T_e(0^+)^2-T_0^2\right],$$

$$T_e(0^+)=\sqrt{T_0^2+\frac{2U}{\gamma}}=\sqrt{9\times10^4+8\times10^6}\ \text{K}=2844\ \text{K}.$$

Numerical integration gives $T_e=2667$ K at 0.1 ps and a local relaxation time of 1.18 ps. At 2.5 ps, $T_e=503$ K and the local time is 0.245 ps. The formula reproduces the second value:

$$G\left(\frac1{\gamma T_e}+\frac1{C_l}\right)=0.2\left(\frac{1}{0.0503}+\frac1{2}\right)\text{ps}^{-1}=4.08\ \text{ps}^{-1},$$

where heat capacities are in units of $10^6\ \mathrm{J\,m^{-3}K^{-1}}$ and $G$ is in those units per ps. The inverse is 0.245 ps. The relaxation time thus changes by a factor of almost five between these two times on one cooling curve, so one fitted $\tau$ would depend on the time window chosen. These numbers belong to the free-electron model with constant $G$. In real metals with d bands near the Fermi level, both $C_e=\gamma T_e$ and a constant $G$ can fail at electron temperatures of a few thousand kelvin, well below the Fermi temperature.

## (f) Heating that varies with depth

**Return to constant heat capacities, but let the temperatures depend on depth $z$ in a film $0<z<L$, with conductivities $\kappa_e$ and $\kappa_l$. Which quantity still decays with $\tau$?**

**Solution.** Heat conduction adds one term to each balance. After the pulse,

$$C_e\frac{\partial T_e}{\partial t}=\frac{\partial}{\partial z}\left(\kappa_e\frac{\partial T_e}{\partial z}\right)-G\theta,\qquad
C_l\frac{\partial T_l}{\partial t}=\frac{\partial}{\partial z}\left(\kappa_l\frac{\partial T_l}{\partial z}\right)+G\theta .$$

Divide by the heat capacities, subtract and integrate over depth. With $\Theta=\int_0^L\theta\,dz$,

$$\frac{d\Theta}{dt}=-\frac{\Theta}{\tau}
+\left[\frac{\kappa_e}{C_e}\frac{\partial T_e}{\partial z}-\frac{\kappa_l}{C_l}\frac{\partial T_l}{\partial z}\right]_{z=0}^{z=L}.$$

If neither electrons nor lattice carry heat through the faces, both gradients vanish there and the bracket is zero. The depth-integrated difference then decays as $e^{-t/\tau}$. Conduction inside the film only moves heat from one depth to another.

The difference at one depth need not follow this law. Consider a 60 nm film whose initial electron temperature rise is $2000\,e^{-z/d}$ K, with $d=20$ nm, $\kappa_e=100$ and $\kappa_l=10\ \mathrm{W\,m^{-1}K^{-1}}$, and the heat capacities and $G$ of part (d). The time for electronic heat to spread over the heating depth is about

$$\frac{d^2C_e}{\kappa_e}=\frac{(20\times10^{-9})^2\times2\times10^5}{100}\ \text{s}=0.8\ \text{ps}.$$

This is close to $\tau$, so conduction and exchange compete at the surface. The numerical solution at $t=\tau$ gives these fractions of the initial differences:

- depth-integrated, insulated faces: 0.368, equal to $e^{-1}$;
- at a depth of 0.5 nm, the centre of the first grid cell, insulated faces: 0.149 (0.145 at the surface itself);
- depth-integrated, back face held at $T_0$ for electrons and lattice: 0.283.

Without conduction the surface value would also be 0.368, since each depth would then obey part (a) separately. Conduction into the film accounts for the lower value. A decay observed at the surface during the first 2 ps would here be read as an exchange stronger than the actual $G$. Between 2.5 and 4 ps the surface difference even changes sign: the lattice stays hottest where it was heated most, while the electrons spread their heat more evenly.

The third value shows why insulation matters. At the cold back face $\partial T_e/\partial z<0$, so the electron term in the bracket lowers $\Theta$. The lattice term has the opposite sign, but its coefficient $\kappa_l/C_l$ is one hundred times smaller than $\kappa_e/C_e$. Up to $t=\tau$ the net effect is a faster decay. By 4 ps $\Theta$ has become negative: the electrons carry most of the heat out through the back face and are then, on average, cooler than the lattice that supplies it.

## (g) Relation to laser annealing of semiconductors

**How do the model values compare with a laser-excited semiconductor, and when is one common temperature enough?**

**Solution.** The chosen $C_l$ is of the size found in silicon, but $C_e$ is large for a semiconductor. Classical electrons and holes in parabolic bands carry $\tfrac32k_B$ each. A dense plasma of $10^{27}$ pairs per $\mathrm{m^3}$ then has $C_e=3nk_B\approx4\times10^4\ \mathrm{J\,m^{-3}K^{-1}}$, five times below the model value, and quantum degeneracy lowers it further. For free-electron masses the Fermi temperature at this density is about 4200 K, and about 37% of the classical heat capacity remains at 500 K, 62% at 1000 K and 86% at 2300 K; lighter carriers are more degenerate and retain less. If degeneracy is ignored and each carrier loses energy at a rate independent of density, $G$ falls in proportion to $C_e$. Then $C_e/G$ stays at 1 ps, while $1+C_e/C_l$ falls from 1.10 to 1.02 and $\tau$ moves from 0.91 to 0.98 ps. If $G$ were held fixed instead, $\tau$ would fall to about 0.2 ps. Real excited semiconductors also break the assumption of fixed carrier density. The pulse itself creates the carriers, and part of the absorbed energy is stored in the band gap instead of heating them. For $10^{27}$ pairs per $\mathrm{m^3}$ and a gap of 1.12 eV, the stored energy is $1.8\times10^8\ \mathrm{J\,m^{-3}}$, almost half of the $U$ in part (d). Recombination later changes $C_e$ and can return some of this energy to the remaining carriers. The model includes neither process. The final temperature of 482 K is also far below that of a melting anneal, which needs a much larger $U$ and adds latent heat.

For long pulses, part (b) gives $\theta\approx U\tau/(C_ep)$. With the values of part (d) and $p=10$ ns $=10^4$ ps, this is $2000\times0.909/10^4\approx0.2$ K. Within this uniform, insulated model, a nanosecond pulse of that energy can be described by one temperature. It is not enough that the pulse is longer than $\tau$. Dividing the steady difference $U\tau/(C_ep)$ by the final rise $U/(C_e+C_l)$ gives $C_l/(Gp)$, so one temperature is a good description only if $p\gg C_l/G$, which is 10 ps here. A 10 ps pulse still ends with a difference of 182 K. For such pulses and shorter ones, two temperatures are needed during the pulse and for several $\tau$ after it. At the very start, before collisions have given the electrons a well-defined temperature, the balances used here have no basis. The model does not say how long that stage lasts.

The numerical output below lists the main computed values for parts (d) to (f); for the film it covers only the time $t=\tau$.

## Computed results

```
Electron heat capacity Ce = 2.00e+05 J/(m^3 K)
Lattice heat capacity Cl = 2.00e+06 J/(m^3 K)
Coupling G = 2.00e+17 W/(m^3 K)
Absorbed energy U = 4.00e+08 J/m^3
Initial temperature T0 = 300.0 K
Relaxation time tau, formula = 0.90909 ps
Estimate Ce/G = 1.00000 ps
Ratio (Ce/G)/tau = 1.1000
Relaxation time from integration = 0.90909 ps
Initial difference U/Ce = 2000.0 K
Final common temperature = 481.82 K
t = 0.0 ps: Te = 2300.00 K, Tl = 300.00 K, difference = 2000.00 K
t = 0.5 ps: Te = 1530.82 K, Tl = 376.92 K, difference = 1153.90 K
t = 1.0 ps: Te = 1087.04 K, Tl = 421.30 K, difference = 665.74 K
t = 2.0 ps: Te = 683.28 K, Tl = 461.67 K, difference = 221.61 K
t = 5.0 ps: Te = 489.25 K, Tl = 481.08 K, difference = 8.17 K
Time for difference to reach 10 K = 4.817 ps
Square pulse 0.1 ps: decay time = 0.90909 ps, amplitude factor = 1.0571
  difference at pulse end = 1893.9 K
Square pulse 2.0 ps: decay time = 0.90909 ps, amplitude factor = 3.6477
  difference at pulse end = 808.4 K
Variable case: gamma = 100.0 J/(m^3 K^2), starting Te = 2844.3 K
  t = 0.1 ps: Te = 2667.0 K, local relaxation time = 1.1766 ps
  t = 2.5 ps: Te = 503.2 K, local relaxation time = 0.2454 ps
Film: thickness = 60 nm, heating depth = 20 nm
Conductivities: electrons 100 W/(m K), lattice 10 W/(m K)
Fractions of the initial difference left at t = tau:
  exp(-1) = 0.3679 (dimensionless)
  depth-integrated, insulated = 0.3679 (dimensionless)
  surface, insulated = 0.1491 (dimensionless)
  depth-integrated, cold back = 0.2829 (dimensionless)
```
